\section*{Why the sneak current saturates in a floating-line diode crossbar}

\section*{Question}

I have a 1000 by 1000 crossbar with an identical ideal diode at every crossing. One word line is driven, one bit line is grounded, and every other line floats. Each diode has a reverse saturation current of 1 pA. The exercise says: show that the sneak current saturates near 1 microampere.

Here is where I am stuck. Every detour around the selected cell passes through a diode that points the wrong way, so I would expect about 1 pA, not a million times more. On the other hand, a detour also passes through two forward diodes, whose currents grow exponentially, so why should anything saturate? I also don't know the voltages of the floating lines. Am I allowed to say that they are all equal ``by symmetry''? And how much voltage does it take to reach the limit?

\section*{Answer}

Both of your observations are right. A wrong-way diode limits each detour to 1 pA, but there are almost a million wrong-way diodes side by side. The forward diodes do respond exponentially, but they are in series with that group and can carry no more than it lets through. The potentials of the floating lines can be found without appealing to symmetry.

\subsection*{Conventions and the quick bound}

Let there be $N$ word lines and $N$ bit lines, and write $M=N-1$. Each diode points from its word line to its bit line. The selected word line is at $V>0$ and the selected bit line at $0$. The wires are perfect and the state is steady. A diode with voltage $U$ from word line to bit line carries
\begin{equation}
I=I_s\left(e^{U/V_T}-1\right),\qquad V_T=\frac{kT}{e}.
\end{equation}
The sneak current is the current that leaves the selected word line through all cells except the selected one. The selected cell sits directly between the two driven lines, so its own current is separate and does not affect the floating lines.

A detour runs as follows:
\begin{enumerate}
\item from the selected word line to an unselected bit line, through one of $M$ forward diodes;
\item from that bit line to an unselected word line, through one of $M^2$ diodes, against their direction;
\item from that word line to the selected bit line, through one of $M$ forward diodes.
\end{enumerate}
No net charge collects on a floating line in the steady state, so the whole sneak current crosses the middle group. A diode driven backwards by a voltage $r$ passes $I_s(1-e^{-r/V_T})$, which is less than $I_s$. Hence
\begin{equation}
I_{\rm sneak}<M^2I_s=999^2\times 1\ \mathrm{pA}=0.998\ \mu\mathrm{A}.
\end{equation}
This is an upper bound. To show that the current really approaches it, we need the line potentials.

\subsection*{The floating lines share two potentials}

Let $w_i$ be the potential of word line $i$ and $u_j$ that of bit line $j$, with index $0$ for the selected lines. Define
\begin{equation}
a_i=e^{w_i/V_T},\qquad b_j=e^{-u_j/V_T},\qquad v=\frac{V}{V_T}.
\end{equation}
Then $a_0=e^v$ and $b_0=1$. The exponential of a difference factorizes, so the current from word line $i$ to bit line $j$ is
\begin{equation}
I_{ij}=I_s(a_ib_j-1).
\end{equation}
The currents leaving a floating word line $i$ add to zero:
\begin{equation}
\sum_{j=0}^{M}(a_ib_j-1)=0
\quad\Longrightarrow\quad
a_i=\frac{N}{\sum_j b_j}.
\end{equation}
The right-hand side does not contain $i$. Every floating word line therefore has the same $a_i$, and so the same potential. In the same way, the currents entering a floating bit line $j$ add to zero:
\begin{equation}
\sum_{i=0}^{M}(a_ib_j-1)=0
\quad\Longrightarrow\quad
b_j=\frac{N}{\sum_i a_i},
\end{equation}
which does not contain $j$. So your symmetry guess is correct for identical ideal diodes, and it is now a result. Call the common values $a$ and $b$, and the common potentials $w$ and $u$.

\subsection*{Solving for the current}

The sums are $\sum_jb_j=1+Mb$ and $\sum_ia_i=e^v+Ma$. The two balances become
\begin{align}
a+Mab&=N,\\
e^vb+Mab&=N.
\end{align}
Subtracting them gives $a=e^vb$, that is, $w=V-u$. The two forward groups have equal voltage drops, as they should, since each has $M$ diodes and carries the same total current. Put $a=e^vb$ into the first balance and divide by $e^v$:
\begin{equation}
Mb^2+b-Ne^{-v}=0.
\end{equation}
The product of the two roots is negative, so one root is positive and one is negative. An exponential is positive, so we take
\begin{equation}
b=\frac{S-1}{2M},\qquad S=\sqrt{1+4MNe^{-v}}.
\end{equation}
Multiply numerator and denominator by $S+1$ and use $S^2-1=4MNe^{-v}$:
\begin{equation}
b=\frac{4MNe^{-v}}{2M(1+S)}=\frac{2Ne^{-v}}{1+S}.
\end{equation}
Each of the $M$ forward diodes on the selected word line carries $I_s(e^vb-1)$. The sneak current is their sum:
\begin{equation}
\boxed{I_{\rm sneak}=MI_s\left[\frac{2N}{1+\sqrt{1+4MNe^{-V/V_T}}}-1\right].}
\label{eq:sneak}
\end{equation}
At $V=0$ we have $1+4MN=(2M+1)^2$, so $S=2M+1$, the fraction is $2N/(2M+2)=1$, and the current vanishes, as it must.

\subsection*{Saturation, and what comes before it}

\paragraph{Large voltage.} When $4MNe^{-v}\ll1$, the square root is $S\approx1+2MNe^{-v}$. Then
\begin{equation}
\frac{2N}{1+S}\approx\frac{N}{1+MNe^{-v}}\approx N-MN^2e^{-v}.
\end{equation}
Subtract 1, use $N-1=M$, and multiply by $MI_s$:
\begin{equation}
I_{\rm sneak}\approx M^2I_s\left(1-N^2e^{-V/V_T}\right).
\end{equation}
The bound is approached exponentially. This is the saturation you were asked to show.

\paragraph{Small voltage.} For $v\ll1$, $e^{-v}\approx1-v$ and
\begin{equation}
S\approx\sqrt{(2M+1)^2-4MNv}\approx2M+1-\frac{2MNv}{2M+1}.
\end{equation}
Therefore $1+S\approx2N\left[1-Mv/(2M+1)\right]$, and to first order in $v$
\begin{equation}
I_{\rm sneak}\approx\frac{M^2}{2M+1}\,\frac{I_s}{V_T}\,V.
\end{equation}
This is Ohm's law. Near zero bias each diode has resistance $V_T/I_s$, and the three groups in series have
\[
\frac{V_T}{I_s}\left(\frac1M+\frac1{M^2}+\frac1M\right)=\frac{V_T}{I_s}\,\frac{2M+1}{M^2}.
\]
The middle group has so many parallel diodes that it contributes very little. At low voltage the forward groups set the current.

\paragraph{In between.} While $4MNe^{-v}\gg1$, we have $S\approx2\sqrt{MN}\,e^{-v/2}\gg1$. For large $N$ this gives
\begin{equation}
I_{\rm sneak}\approx MI_s\left(e^{V/2V_T}-1\right).
\end{equation}
The current is exponential, but each forward group receives half the voltage. This is the growth you were worried about. It stops when the middle group runs out of current.

\subsection*{How much voltage is needed?}

Suppose the current has reached a fraction $f$ of its limit, $I_{\rm sneak}=fM^2I_s$. A reverse diode then satisfies $1-e^{-r/V_T}=f$, so its drop is $r=-V_T\ln(1-f)$. A forward diode carries $fMI_s$, so its drop is $V_T\ln(1+Mf)$. The three drops add to
\begin{equation}
V_f=V_T\left[2\ln(1+Mf)-\ln(1-f)\right].
\end{equation}
At 300 K, $V_T=0.02585$ V. For $f=0.99$,
\[
V_{0.99}=0.02585\,(2\times6.898+4.605)\ \mathrm{V}=0.476\ \mathrm{V}.
\]
Half the limit is reached at 0.339 V. The current at several voltages is:

\begin{center}
\begin{tabular}{cc}
$V$ (V) & $I_{\rm sneak}$ ($\mu$A)\\
\hline
0.10 & 0.0059\\
0.20 & 0.0457\\
0.30 & 0.2796\\
0.40 & 0.8575\\
0.50 & 0.9941\\
1.00 & 0.9980\\
2.00 & 0.9980
\end{tabular}
\end{center}

As a sample of the arithmetic, at 0.40 V we have $v=15.47$ and $4MNe^{-v}=0.762$, so $S=1.3274$. Equation~(\ref{eq:sneak}) gives $999\times(2000/2.3274-1)$ pA, which is 0.857 $\mu$A. A numerical solution of the current balance on all 1998 floating lines, started from random potentials, gives 0.857477 $\mu$A at this voltage, the same as the formula to all printed digits. Its floating word lines agree among themselves to about $10^{-12}$ V, and so do its floating bit lines.

At 1 V the limit has been reached to the digits shown. Each forward diode carries $MI_s=0.999$ nA and drops $V_T\ln N=0.1786$ V. The reverse diodes take the remaining $1-2\times0.1786=0.643$ V. Any further voltage falls almost entirely on the reverse diodes, which pass no more current for it.

\subsection*{Two ways to see what sets the limit}

\paragraph{Change the size.} With $N=100$ and still 1 V and 1 pA, the limit is $99^2$ pA, or 0.0098 $\mu$A. A tenfold increase in the number of lines per side raises the sneak current about a hundredfold, because the number of reverse diodes grows as $M^2$.

\paragraph{Change the polarity.} The derivation did not use the sign of $V$. For a large negative $V$, $S\to\infty$ in equation~(\ref{eq:sneak}) and $I_{\rm sneak}\to-MI_s$. At $-1$ V the current is $-0.999$ nA. Now the two outer groups are reverse biased, and each has just $M$ diodes. The microampere limit thus belongs to the polarity in which the selected diode conducts.

\subsection*{What it does to a memory read}

In a memory, each diode is in series with a resistor that stores the bit. Take a 1 V read at 300 K, with 100 kilohm for the low-resistance state and 10 megohm for the high-resistance state. If its diode remains ideal, the selected cell obeys
\begin{equation}
V=IR+V_T\ln\left(1+\frac{I}{I_s}\right).
\end{equation}
The solution is 5.97 $\mu$A in the low-resistance state (0.597 V on the resistor, 0.403 V on the diode) and 0.071 $\mu$A in the high-resistance state. Their ratio is 84. The current on the selected line also contains the sneak current, so the measured ratio is
\[
\frac{5.967+0.998}{0.071+0.998}=6.5.
\]
The sneak current is about 14 times the current of the high-resistance cell it hides.

Do the resistors in the other cells change the sneak current? The largest drop in a forward sneak cell is $10\ \mathrm{M\Omega}\times0.999\ \mathrm{nA}=10$ mV, so the two forward groups together lose at most 20 mV. At a fixed 0.5 V, making every resistor 10 megohm lowers the sneak current from 0.9941 to 0.9896 $\mu$A. At 1 V there is ample voltage to spare, and the reverse diodes still pass $I_s$ each. The stored pattern then has no appreciable effect on the sneak current. A numerical test on a 40 by 40 array with randomly chosen resistors at 1 V gave $39^2I_s$ to within one part in a million.

\subsection*{How far a real array departs from this}

The read voltage and resistances above are rough typical values for a resistive memory with one diode per cell. To size the neglected effects, suppose the selector is a Schottky diode, 50 nm by 50 nm, with a 50 nm film, relative permittivity 10 and built-in voltage 0.4 V, again rough values. For this area, 1 pA is a large leakage compared with that of a good p--n junction.

The ideal law is not safe for the selected cell in its low-resistance state. Its calculated diode drop, 0.403 V, already exceeds the built-in voltage, and 5.97 $\mu$A through this area is $2.4\times10^5$ A/cm$^2$. A real diode of this kind would need a larger drop and pass less current, so the ratios 84 and 6.5 found above are optimistic. The forward sneak diodes, at 0.18 V and about 1 nA, are far from this limit. For the sneak current, the main concern below is that $I_s$ is not a fixed constant.

\paragraph{Temperature.} For thermionic emission over a barrier $\phi$ (in volts), $I_s=A_RT^2\mathcal{A}\,e^{-\phi/V_T}$, where $\mathcal{A}$ is the diode area and $A_R$ the Richardson constant, taken here for free electrons. One picoampere at 300 K implies $\phi=0.50$ V. With that barrier held fixed, heating to 358 K (85 $^\circ$C) raises $I_s$ to 33 pA and the sneak current of the bare diodes at 1 V to 33 $\mu$A. At this leakage the memory resistors do matter. With 10 megohm in every sneak cell, the three drops add to 1 V at about 0.805 of the limit: each forward cell takes 0.2065 V on its diode and 0.2681 V on its resistor, and the reverse cells take 0.051 V. The sneak current is then about 27 $\mu$A. The low-resistance cell cannot pass more than $1\ \mathrm{V}/100\ \mathrm{k\Omega}=10\ \mu$A, so the sneak current then exceeds even the larger of the two signals.

\paragraph{Barrier lowering.} An electron outside a metal is attracted by its image charge. In a field $F$ and a medium of permittivity $\varepsilon$, the barrier at distance $x$ is reduced by $Fx+e/(16\pi\varepsilon x)$. This is smallest where the two terms are equal, so the barrier top falls by
\begin{equation}
\Delta\phi=2\sqrt{F\,\frac{e}{16\pi\varepsilon}}=\sqrt{\frac{eF}{4\pi\varepsilon}}.
\end{equation}
Taking the field as uniform, which assumes an essentially undoped film, $F$ rises from $0.4\ \mathrm{V}/50\ \mathrm{nm}=0.08$ MV/cm at zero bias to $(0.4+0.643)\ \mathrm{V}/50\ \mathrm{nm}=0.21$ MV/cm in the reverse cells at 1 V. The extra lowering multiplies their leakage by 2.2. With 1 pA taken as the zero-bias value and the voltage division held fixed, the sneak current becomes about 2.2 $\mu$A. If the voltage division is allowed to adjust, the forward diodes take 0.208 V each and the current is 2.1 $\mu$A. Since $F$ keeps growing with voltage, the plateau slopes upward: the same model gives about 1.4 $\mu$A at 0.6 V and 4.8 $\mu$A at 2 V. In a doped film the field is not uniform. For a donor density near $5\times10^{17}$ cm$^{-3}$ the depletion width at zero bias is about 30 nm, and the field at the metal rises from 0.27 to 0.43 MV/cm. The lowering factor is then similar, about 1.9, but the stronger field makes tunnelling more important than in the estimate below.

\paragraph{Tunnelling.} Electrons can also pass through the barrier at an energy $e\delta$ below its top. For a triangular barrier, a semiclassical estimate of the current relative to emission over the top alone is
\begin{equation}
1+\frac1{V_T}\int_0^{\phi}\exp\left(\frac{\delta}{V_T}-\frac{4\sqrt{2me}}{3\hbar F}\,\delta^{3/2}\right)d\delta .
\end{equation}
The first term in the exponent counts the more numerous electrons at lower energy, and the second is their tunnelling penalty. At 0.21 MV/cm the result is 2.4 for the free electron mass and 4.4 for 0.3 of it. These factors are crude, since the integrand peaks only 6 mV (free mass) and 21 mV (0.3 of it) below the top, where the semiclassical formula is poor and the image lowering, 55 mV here, reshapes the barrier. They are also too large, because the image force rounds the barrier and makes it thicker near its top than the sharp triangle assumed here; at the same field, the same estimate with the rounded barrier gives 1.4 and 1.95. Some tunnelling is also present at zero bias, so they overstate the rise with voltage even more. They should not simply be multiplied by the factor 2.2. They show only that tunnelling deserves a calculation with the actual barrier shape and field, above all when the effective mass is small.

\paragraph{Wires and time.} With 3 ohm of wire per cell, the full read and sneak current flowing along the whole of both selected lines would drop 42 mV. That leaves far more than the 0.476 V needed for 99 \% of the limit. Time matters more. By the current balance, $\sum_i a_ib_j=N$ on a floating bit line, so its total differential conductance is $NI_s/V_T$, and the same holds for a floating word line. With capacitance $C$ per cell, the relaxation time of a single floating line near the steady state, with the other lines held fixed, is
\begin{equation}
\tau=\frac{NC}{NI_s/V_T}=\frac{CV_T}{I_s}=114\ \mathrm{ns}
\end{equation}
for $C=4.43$ aF. In fact the floating lines move together, because the cell capacitances couple them. When the word lines and bit lines shift by equal and opposite amounts, the capacitance per line is effectively $(N+M)C$, while at 1 V the reverse diodes add almost no differential conductance. For bare diodes the slowest time constant is then nearly $2\tau$, about 0.23 $\mu$s. Complete settling takes several time constants. After a sudden 1 V step, the cell capacitances first put the floating lines near half the voltage, so the sneak current starts above its steady value and needs about 1 $\mu$s to come within roughly 1 \% of it. Wire capacitance would lengthen this time. So would memory resistors of 10 megohm, since they are in series with forward diodes whose differential resistance is $V_T/(NI_s)=26$ megohm. A shorter read pulse does not see the steady current derived here.

So the statement to hand in is this: for ideal diodes at 300 K, in the steady state and with the selected diode forward biased, the sneak current saturates at $(N-1)^2I_s=0.998\ \mu$A, and it is within 1 \% of that value above 0.476 V. For a real selector, $(N-1)^2$ times the reverse leakage per cell is still the right first estimate, provided the reverse cells limit the current and that leakage is taken at the actual temperature and reverse voltage. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Lines per side N: 1000
Diode saturation current: 1.0 pA
Temperature: 300 K
Thermal voltage: 0.02585 V
Reverse-biased cells M^2: 998001
Saturated sneak current M^2 Is: 0.998001 uA
Sneak current at 0.05 V: 0.001626 uA
Sneak current at 0.10 V: 0.005891 uA
Sneak current at 0.20 V: 0.045701 uA
Sneak current at 0.30 V: 0.279593 uA
Sneak current at 0.40 V: 0.857477 uA
Sneak current at 0.50 V: 0.994056 uA
Sneak current at 0.60 V: 0.997918 uA
Sneak current at 1.00 V: 0.998001 uA
Sneak current at 2.00 V: 0.998001 uA
Full 1000x1000 nodal solution, 0.40 V: 0.857477 uA
Spread of floating potentials there: 1.4e-12 V
Voltage for 50 % of limit: 0.3393 V
Voltage for 90 % of limit: 0.4112 V
Voltage for 99 % of limit: 0.4757 V
Sneak current at -1 V: -0.9990 nA
Sneak current at 1 V for N = 100: 0.009801 uA
Read voltage: 1.0 V
Forward drop, each of two groups: 0.1786 V
Reverse drop, middle group: 0.6428 V
Current per forward sneak diode: 0.9990 nA
Sneak power at 1 V: 0.9980 uW
Low, high resistance: 100, 10000 kilohm
Selected cell, low-resistance state: 5.9666 uA
Selected cell, high-resistance state: 0.0711 uA
State ratio without sneak: 83.90
State ratio with sneak: 6.51
Cell side, film thickness: 50, 50 nm
Relative permittivity: 10; built-in voltage: 0.4 V
Barrier inferred from Is: 0.5019 eV
Diode saturation current at 358.15 K: 33.34 pA
Sneak current at 358.15 K, 1 V: 33.27 uA
Film field, zero bias: 0.0800 MV/cm
Film field, reverse cells at 1 V: 0.2086 MV/cm
Leakage factor, image-force lowering: 2.24
Sneak current with that factor: 2.24 uA
Tunnelling factor, free mass: 2.42
Tunnelling factor, 0.3 free mass: 4.36
Drop in a high-resistance sneak cell: 9.99 mV
Sneak at 0.5 V, no resistors: 0.99406 uA
Sneak at 0.5 V, all high resistance: 0.98958 uA
Wire resistance per cell: 3.0 ohm
Upper estimate of wire drop: 41.8 mV
Cell capacitance: 4.43 aF
Settling time of a floating line: 114 ns
\end{verbatim}
